# The phase-shift neutrality rule of a jellium surface, derived twice

## A wall in the wrong place

Model a metal gate as free electrons held by a potential step, and put the step on the plane where the positive background ends. The model looks harmless, but it is charged. With 0.05 electrons per Å\(^3\) and a barrier 3 eV above the Fermi level, such a surface lacks about 0.014 electrons per Å\(^2\). In an oxide of relative permittivity 20 this charge would set up a field of about 13 MV/cm with no voltage applied, well above a rough breakdown field of 5 MV/cm. The step has to stand a definite distance outside the background edge, and that distance depends on the barrier.

The Sugiyama-Langreth rule fixes it for a barrier of any shape, through the phases with which electrons are reflected.

## Statement and conventions

The algebra is in atomic units. The background has density \(\bar n=k_F^3/(3\pi^2)\) for \(z<0\) and is absent for \(z>0\). Independent electrons, for instance Kohn-Sham electrons, move in a potential \(V(z)\) that vanishes deep in the metal and lies above the Fermi level outside. The motion along the surface is free. The normal motion obeys
\[
-\tfrac12\psi_k''+V\psi_k=\tfrac12k^2\psi_k,\qquad \psi_k\to\sin(kz-\gamma(k))\quad(z\to-\infty).
\]
The phase \(\gamma\) is thus referred to the background edge. It is defined up to multiples of \(\pi\), and I take the continuous branch with \(\gamma(0)=0\). Suppose that no state is bound at the surface below the band bottom. If \(q\) is the number of excess electrons per area, then
\[
\langle\gamma\rangle\equiv\frac{2}{k_F^2}\int_0^{k_F}k\,\gamma(k)\,dk=\frac{\pi}{4}+\frac{2\pi^2q}{k_F^2}.
\]
A neutral surface has \(\langle\gamma\rangle=\pi/4\).

For the proofs \(V\) is taken to vanish beyond some depth. A self-consistent potential has a Friedel tail, which oscillates and falls as \(1/z^2\). To first order a change \(\delta V\) alters the phase by \(k\,\delta\gamma=-2\int\delta V\,\psi_k^2\,dz\), so cutting the tail at depth \(R\) changes \(k\gamma\) by order \(1/R\), and the average has a limit. That the surface charge has the corresponding limit is assumed.

## First derivation: integrating the density

**The density.** For a given \(k\), the occupied parallel wavevectors fill a disc of radius squared \(k_F^2-k^2\). With two spins it holds
\[
2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi}
\]
electrons per area. A standing wave of unit amplitude in a length \(L\) has norm \(L/2\), and the allowed \(k\) are spaced by \(\pi/L\). The sum over levels therefore becomes \((L/\pi)\int dk\) with normalized density \((2/L)\psi_k^2\), and
\[
n(z)=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\,\psi_k^2(z)\,dk .
\]
Deep inside, \(\psi_k^2\) averages to \(1/2\), which gives \(\frac{1}{2\pi^2}\cdot\frac23k_F^3=\bar n\), as it must.

**The charge of one state.** Let \(\phi=\partial\psi_k/\partial k\). The wave equation is \(\psi''=(2V-k^2)\psi\), and its \(k\)-derivative is \(\phi''=(2V-k^2)\phi-2k\psi\). Hence
\[
\frac{d}{dz}\left(\psi'\phi-\psi\phi'\right)=\psi''\phi-\psi\phi''=2k\psi^2 .
\]
Integrate from \(-L\) to \(\infty\). The bracket vanishes outside, where \(\psi\) decays. At \(-L\) write \(\theta=kz-\gamma\), so that
\[
\psi'=k\cos\theta,\quad \phi=(z-\gamma')\cos\theta,\quad \phi'=\cos\theta-k(z-\gamma')\sin\theta ,
\]
where \(\gamma'=d\gamma/dk\). The squares of sine and cosine combine:
\[
\psi'\phi-\psi\phi'=k(z-\gamma')-\tfrac12\sin2\theta .
\]
At \(z=-L\), \(\theta=-(kL+\gamma)\), and the bracket equals \(-k(L+\gamma')+\frac12\sin(2kL+2\gamma)\). The integral is minus this value, divided by \(2k\):
\[
\int_{-L}^{\infty}\psi_k^2\,dz=\frac{L+\gamma'}2-\frac{\sin(2kL+2\gamma)}{4k}.
\]

**The sum over states.** Multiply by \((k_F^2-k^2)/\pi^2\), integrate over \(k\), and subtract the background \(\bar nL\). The term in \(L\) gives \(\bar nL\) and cancels. In the next term, integrate by parts:
\[
\frac12\int_0^{k_F}(k_F^2-k^2)\gamma'\,dk=\frac12\Big[(k_F^2-k^2)\gamma\Big]_0^{k_F}+\int_0^{k_F}k\gamma\,dk=\int_0^{k_F}k\gamma\,dk .
\]
The boundary term is zero at \(k_F\) because the weight is zero, and at \(0\) because \(\gamma(0)=0\). This is how the weight \(k\) arises.

For the last term, write
\[
\frac{\sin(2kL+2\gamma)}{k}=\frac{\sin2kL}{k}\cos2\gamma+\cos2kL\,\frac{\sin2\gamma}{k}.
\]
Since \(\gamma\) is proportional to \(k\) at small \(k\), \(\sin2\gamma/k\) is finite, and the rapid factor \(\cos2kL\) averages the second part to zero. In the first part \(\sin(2kL)/k\) has integral \(\pi/2\) as \(L\to\infty\), all of it from the neighbourhood of \(k=0\). There \((k_F^2-k^2)\cos2\gamma=k_F^2\), so
\[
\int_0^{k_F}(k_F^2-k^2)\frac{\sin(2kL+2\gamma)}{4k}\,dk\;\to\;\frac{k_F^2}4\cdot\frac\pi2=\frac{\pi k_F^2}8 .
\]
Collecting the terms,
\[
q=\frac1{\pi^2}\left[\int_0^{k_F}k\gamma\,dk-\frac{\pi k_F^2}{8}\right],
\]
which is the stated rule after multiplication by \(2\pi^2/k_F^2\).

## Second derivation: counting levels in a slab

Now close the metal with an infinite wall at \(z=-L\), and let the background fill \(-L<z<0\). The wavefunction must vanish at the wall, so
\[
kL+\gamma(k)=n\pi,\qquad n=1,2,3,\dots
\]
The value \(n=0\) would need \(k=0\), where the wavefunction vanishes everywhere; it is not a state. For large \(L\) the left side increases with \(k\), so each \(n\) occurs once. The number of electrons per area is
\[
N=\sum_{n\ge1}G(n),\qquad G=\frac{k_F^2-k_n^2}{2\pi},\quad k_n<k_F .
\]

The trapezoidal rule replaces \(\frac12G(0)+G(1)+G(2)+\dots\) by \(\int G\,dn\). Its error is of order \(1/L\): each of about \(L\) intervals contributes a second derivative of order \(1/L^2\), and the incomplete last interval is small because \(G\) vanishes at \(k_F\). With \(dn=(L+\gamma')\,dk/\pi\),
\[
N=\int_0^{k_F}\frac{k_F^2-k^2}{2\pi}\,\frac{L+\gamma'}{\pi}\,dk-\frac12\,\frac{k_F^2}{2\pi}
=\bar nL+\frac1{\pi^2}\int_0^{k_F}k\gamma\,dk-\frac{k_F^2}{4\pi},
\]
where the \(\gamma'\) term was integrated by parts as before.

The excess \(N-\bar nL\) belongs to two surfaces, the one of interest and the infinite wall. To separate them, replace the surface of interest by a second infinite wall at \(z=0\). Then \(\gamma=0\), and the excess is \(-k_F^2/(4\pi)\). By symmetry each wall carries half:
\[
q_{\rm wall}=-\frac{k_F^2}{8\pi}.
\]
Subtracting this from the excess of the original slab,
\[
q=\frac1{\pi^2}\int_0^{k_F}k\gamma\,dk-\frac{k_F^2}{4\pi}+\frac{k_F^2}{8\pi}
=\frac1{\pi^2}\left[\int_0^{k_F}k\gamma\,dk-\frac{\pi k_F^2}8\right].
\]
This is the same result. The \(\pi/4\) now has a simple reading: half a level is missing at \(k=0\), and each of the two surfaces bears half of that loss.

## What each derivation assumes

As written, both use free parallel motion and a phase that depends on \(k\) alone. Suppose instead that \(\gamma\) also depends on the length \(k_\parallel\) of a conserved parallel wavevector. The disc of occupied states can then no longer be summed first in the density, but the count of levels survives. Level \(n\) is filled up to the \(k_\parallel\) at which \(k_n^2+k_\parallel^2=k_F^2\), so its disc still holds \((k_F^2-k_n^2)/(2\pi)\) electrons, with \(k_n\) taken at that edge. Without surface states the rule therefore keeps its form, provided the phase is taken at the Fermi energy, where \(k_\parallel^2=k_F^2-k^2\).

The first derivation treats one surface and needs no second face. It uses the differential equation at every point, hence a local potential, and it needs care with the limit \(L\to\infty\), since the sine term does not vanish. In return it gives the density as well as the total charge.

The second uses the levels alone. It would hold for an energy-independent, Hermitian nonlocal potential confined to the surface region, provided every level enters the count. Its extra assumption is that the charges of two distant faces add, as they do when the density between them becomes that of the bulk.

## Surface states and temperature

A state bound at energy \(-\kappa^2/2\) below the band bottom holds \((k_F^2+\kappa^2)/(2\pi)\) electrons per area. These add to \(q\), so a neutral surface then has
\[
\langle\gamma\rangle=\frac\pi4-\pi\sum_b\left(1+\frac{\kappa_b^2}{k_F^2}\right),
\]
still with \(\gamma(0)=0\). A state that has just become bound, \(\kappa\to0\), lowers the average by \(\pi\). This matches a drop of the branch by \(\pi\) at all \(k>0\), because \((2/k_F^2)\int_0^{k_F}k\,\pi\,dk=\pi\). At the threshold itself \(\gamma(0)\) is no longer a multiple of \(\pi\), and the convention \(\gamma(0)=0\) fails. On the branch with \(\gamma(0)=\pi/2\), reached from the unbound side, the boundary term gives \(-\pi k_F^2/4\) and the sine term changes sign to \(+\pi k_F^2/8\). Their sum is again \(-\pi k_F^2/8\), so the formula still holds, with the threshold state left out of the sum over \(b\).

At temperature \(T\), in energy units, the weight \(k_F^2-k^2\) is replaced by \(F(k)=2T\ln[1+e^{(\mu-k^2/2)/T}]\). Its derivative is \(F'=-2kf\), with \(f\) the Fermi function of the normal energy, and therefore \(F(0)=2\int kf\,dk\). The first derivation now gives
\[
\pi^2q=\int_0^\infty kf\gamma\,dk-\frac\pi8F(0)=\int_0^\infty kf\gamma\,dk-\frac\pi4\int_0^\infty kf\,dk .
\]
The average with weight \(kf\) is again \(\pi/4\) at neutrality, as long as the thermally occupied states lie below the barrier.

## Locating the edge

Move the background edge outward by \(e\). Measured from the new edge the phase is \(\gamma-ke\), and \(\langle\gamma\rangle\) falls by \(\frac23k_Fe\). The charge falls by \(\bar ne\), in agreement with the rule.

An infinite wall at \(b\) has \(\gamma=kb\). Neutrality requires \(\frac23k_Fb=\pi/4\), or \(b=3\pi/(8k_F)\).

For a step of height \(k_V^2/2\) at \(b\), set \(\delta=\gamma-kb\). Just inside the step \(\psi=-\sin\delta\) and \(\psi'=k\cos\delta\). Outside, \(\psi'=-\kappa\psi\) with \(\kappa^2=k_V^2-k^2\). Matching gives \(\tan\delta=k/\kappa\), or \(\sin\delta=k/k_V\). With \(s=k_F/k_V\), integration by parts gives
\[
\langle\delta\rangle=\left(1-\frac1{2s^2}\right)\arcsin s+\frac{\sqrt{1-s^2}}{2s},\qquad
b=\frac3{2k_F}\left(\frac\pi4-\langle\delta\rangle\right).
\]
As the step becomes infinitely high, \(s\to0\) and \(\langle\delta\rangle\to0\), which returns the infinite wall. As it sinks to the Fermi level, \(s\to1\), \(\langle\delta\rangle\to\pi/4\) and \(b\to0\): penetration alone then supplies the missing charge.

## Numbers for a model gate

The density 0.05 Å\(^{-3}\) gives \(k_F=1.1397\) Å\(^{-1}\) and a Fermi energy of 4.95 eV. A barrier of 3 eV makes the step 7.95 eV high, so \(s=0.78905\). Then \(\langle\delta\rangle=0.1969\times0.9093+0.3893=0.5683\), and
\[
b=\frac{1.5}{1.1397}\,(0.7854-0.5683)=0.286\ \text{Å}=0.0286\ \text{nm}.
\]
An infinite wall would stand at 1.03 Å. The deficit quoted at the start is \(\bar nb=0.05\times0.286=0.014\) Å\(^{-2}\).

The rule was tested on a smooth barrier, \(V_0/(1+e^{-z/a})\) with \(V_0=7.95\) eV and \(a=0.37\) Å, plus a Gaussian bump of height 1.36 eV centred at \(z=-1.59\) Å, with \(1/e\) half-width 0.79 Å. Integrating the density gave \(q=-0.0582\) Å\(^{-2}\), for which the rule predicts
\[
\langle\gamma\rangle=0.7854-\frac{19.74\times0.0582}{1.299}=-0.099 .
\]
The phases themselves gave \(-0.0993\). With the edge moved to the neutral position, \(-1.164\) Å, their average was 0.78539, against \(\pi/4=0.78540\). Replacing the bump by a well 10.9 eV deep produced one surface state at \(-4.64\) eV; the neutral average was then \(-5.303\), as the extended rule predicts.

**Two grains.** Suppose a second grain has a barrier of 3.2 eV and the same density. Its wall distance is 0.297 Å, and its phase at \(k_F\) is 1.232 instead of 1.235. If each grain is neutral, the average is \(\pi/4\) for both and cannot distinguish them. Grains of one gate share a Fermi level and need not both be neutral: facing a common electrode through 20 Å of oxide with relative permittivity 20, they would differ by 1 MV/cm in field and by 0.017 in the average if the metal screened perfectly at the interface. This oxide is equivalent to only 1 Å of vacuum, however, and the Hartree screening of the metal adds about 0.6 Å in series, close to the Thomas-Fermi length, which reduces the differences to about 0.6 MV/cm and 0.011. If the second barrier were used with the first grain's wall distance held fixed, the surface would lack \(0.05\times0.011=0.00055\) electrons per Å\(^2\), a quarter of the gate charge found next.

**A charged gate.** A field of 2 MV/cm in an oxide of relative permittivity 20 requires 3.54 µC/cm\(^2\), or 0.00221 electrons per Å\(^2\). On a negative gate the average rises by
\[
\frac{2\pi^2q}{k_F^2}=\frac{19.74\times0.00221}{1.299}=0.034 ,
\]
which is 4.3% of \(\pi/4\). A rigid outward shift of the wall by 0.044 Å has the same effect. On a positive gate the signs reverse. At 5 MV/cm the change is 0.084.

**Against a real gate.** The density, barrier and permittivity lie in the rough range of metal gates on high-k oxides, but real gates have atoms, grain boundaries and interface bonds, and a wall distance of 0.3 Å is far below an atomic spacing. It is a parameter of the model, not a measurable gap. Of the effects sized here, the electron mass in the oxide matters most. A rough tunnelling mass of 0.2, with the parallel mass left unchanged, moves the wall from 0.29 to 0.65 Å. In an oxide the parallel mass changes too; the phase then depends on the parallel wavevector and must be taken at the Fermi energy. For a mass \(m\) in all directions and a barrier \(B\) above the Fermi level, matching there gives \(\tan\delta=mk/\kappa\) with \(\kappa^2=2mB+k_F^2-k^2\), and \(m=0.2\) puts the wall at 0.77 Å. The assumed step is also not self-consistent. The dipole of its own density, 0.93 eV, plus a local-density exchange-correlation step of 6.36 eV toward vacuum gives 7.30 eV instead of 7.95 eV, and a wall at 0.25 Å; this is a single pass without the oxide's response, and it does not give even the sign of the correction. A fully self-consistent local-density jellium surface toward vacuum at this density has a dipole near 1.8 eV and a step near 8.2 eV, for which the neutral wall stands at 0.30 Å. At fixed density, heating to 400 K moves the wall by less than \(10^{-4}\) Å; a linear thermal expansion of 0.3% at fixed barrier moves it by about 0.002 Å. The tunnelling factor at the Fermi level through 20 Å of oxide, with the 3 eV barrier and the mass 0.2, is about \(10^{-7}\). The lattice and the interface bonds have not been sized. The remaining values are in the numerical output.

## Numbers as computed

```
electron density = 0.050 1/angstrom^3
Fermi wavevector = 1.1397 1/angstrom
Fermi energy = 4.949 eV
barrier above Fermi level = 3.00 eV
step height above band bottom = 7.949 eV
pi/4 = 0.785398 rad
smooth barrier: direct charge = -0.058218 1/angstrom^2
smooth barrier: phase average = -0.099298 rad
smooth barrier: neutral edge at -1.1644 angstrom
smooth barrier: neutral average = 0.785392 rad
surface state energy = -4.642 eV
with surface state: neutral average = -5.30315 rad
with surface state: rule gives -5.30321 rad
one state, k = 0.7559 1/angstrom, depth = 21.167 angstrom
one state: direct integral = 10.95669 angstrom
one state: phase formula = 10.95670 angstrom
sine term / (pi kF^2/8) at finite depth = 0.999995
infinite wall distance = 1.0337 angstrom
step wall distance = 0.2857 angstrom = 0.02857 nm
step: kF/kV = 0.7890
step: phase at k/kF = 0.25 is 0.2800 rad
step: phase at k/kF = 0.50 is 0.5684 rad
step: phase at k/kF = 0.75 is 0.8775 rad
step: phase at k/kF = 1.00 is 1.2349 rad
step: phase average = 0.785398 rad
step: direct charge = 9.0e-10 1/angstrom^2
second grain barrier = 3.20 eV
second grain wall distance = 0.2967 angstrom
second grain phase at kF = 1.2317 rad
relative permittivity = 20
oxide field = 2.0 MV/cm
gate charge = 3.542 uC/cm2
gate electrons = 0.00221 1/angstrom^2
shift of phase average = 0.0336 rad
shift relative to pi/4 = 4.28 percent
equivalent wall shift = 0.0442 angstrom
rough breakdown field = 5.0 MV/cm
shift of average at breakdown = 0.0840 rad
rough oxide mass = 0.20 free-electron masses
wall distance with oxide mass = 0.6507 angstrom
temperature of use = 400 K
wall change from temperature = -6.09e-05 angstrom
thermal test at kT = 0.1 eV: charge = 8.9e-10 1/angstrom^2
oxide thickness = 20.0 angstrom
tunnelling factor through oxide = 1.28e-07
dipole step from density = 0.933 eV
bulk LDA exchange-correlation potential = -6.364 eV
dipole plus xc step toward vacuum = 7.297 eV
wall distance for that step = 0.2457 angstrom
```
